# Isotropic Moduli from the Elastic Tensor of One Amorphous Cell

A simulated cell of a glass holds too few atoms to be isotropic. Its elastic tensor has up to 21 independent constants, while the macroscopic glass has two, a bulk modulus $K$ and a shear modulus $G$. This problem asks which two numbers the nearest isotropic tensor gives, how "nearest" can be defined without reference to a frame, and what the answer leaves uncertain.

Let $C_{ijkl}$ be the second derivative of the energy per volume with respect to the Lagrangian strain, with the atoms relaxed at each strain. It is symmetric under $i\leftrightarrow j$, under $k\leftrightarrow l$, and under exchange of the two pairs. Until part (g) the cell is free of stress. Voigt indices 1 to 6 stand for the pairs 11, 22, 33, 23, 13, 12. The example uses these chosen constants, in GPa:

$$
C=\begin{pmatrix}
14.6&6.9&6.3&0.2&-0.3&0.1\\
6.9&13.5&6.5&-0.1&0.2&0.3\\
6.3&6.5&14.2&0.1&-0.2&-0.2\\
0.2&-0.1&0.1&3.3&0.1&-0.1\\
-0.3&0.2&-0.2&0.1&3.6&0.2\\
0.1&0.3&-0.2&-0.1&0.2&3.5
\end{pmatrix}
$$

Three sums will recur:

$$N=C_{11}+C_{22}+C_{33}=42.30,\quad X=C_{12}+C_{13}+C_{23}=19.70,\quad S=C_{44}+C_{55}+C_{66}=10.40 .$$

## (a) A distance that does not depend on the frame

**Take $A\cdot B=A_{ijkl}B_{ijkl}$, summed over all 81 components, as inner product. Write it with $6\times6$ matrices and find how a rotation acts on them.**

Choose six symmetric tensors $E_a$ with $E_a:E_b=\delta_{ab}$. The first three have a single diagonal entry 1; the other three have two off-diagonal entries $1/\sqrt2$. Define $M_{ab}=E_a:C:E_b$. The symmetries within each index pair allow the expansion

$$C_{ijkl}=\sum_{ab}M_{ab}(E_a)_{ij}(E_b)_{kl}.$$

Inserting it for two tensors and using orthonormality gives $A\cdot B=\mathrm{tr}(M_A^TM_B)$.

The factors $1/\sqrt2$ fix the link to the Voigt matrix: $M_{11}=C_{11}$, $M_{14}=\sqrt2\,C_{14}$ and $M_{44}=2C_{44}$. The squared norm therefore counts $C_{44}^2$ four times, once for each of the components 2323, 2332, 3223 and 3232.

A rotation $R$ takes a strain $\varepsilon$ to $R\varepsilon R^T$ and preserves $\varepsilon:\varepsilon$. On the six strain coordinates it is thus an orthogonal matrix $Q$, and $M\to QMQ^T$. Since $Q^TQ=1$, the inner product of two tensors is unchanged when both are rotated. This property does not single out one distance: the same inner product applied to the compliance, as in part (f), is also independent of the frame and can give other moduli.

## (b) The isotropic tensors

**Find all matrices $M$ that satisfy $QMQ^T=M$ for every rotation.**

Regard $M$ as a linear map from strain to stress that commutes with rotations. Apply it to the uniaxial strain $nn^T$, with $n$ a unit vector. This strain is unchanged by rotations about $n$, so the stress must be too. A half turn about $n$ reverses the shear components linking $n$ to the transverse plane, so these vanish. A quarter turn exchanges the two transverse normal components and reverses the shear between them, so the former are equal and the latter is zero. Hence

$$M(nn^T)=a\,nn^T+b\,\mathbf 1 .$$

Rotating $n$ into any other direction shows that $a$ and $b$ do not depend on $n$. Every symmetric strain is a sum of terms $\epsilon_i n_in_i^T$ over its principal axes, so linearity gives

$$M(\varepsilon)=a\,\varepsilon+b\,(\mathrm{tr}\,\varepsilon)\,\mathbf 1 .$$

Two constants remain. Let $h$ be the unit vector of the strain $\mathbf 1/\sqrt3$, and $P=1-hh^T$ the projector on traceless strains. On $h$ the map multiplies by $a+3b$, and on traceless strains by $a$. A pure volume strain $\varepsilon=e\mathbf 1$ must give the stress $3Ke\mathbf 1$, and a traceless strain the stress $2G\varepsilon$. Therefore

$$M_{\rm iso}=3K\,hh^T+2G\,P .$$

## (c) The projection

**Find the $K$ and $G$ that minimize the distance between $M$ and $M_{\rm iso}$. Evaluate them for the example.**

The two basis matrices are orthogonal, because $Ph=0$. Their squared norms are $\mathrm{tr}(hh^T)=1$ and $\mathrm{tr}P=5$. The least-squares coefficients are the inner products divided by these norms:

$$3K_V=h^TMh,\qquad 2G_V=\tfrac15\,\mathrm{tr}(PM).$$

The subscript is justified in part (d). In Voigt entries, $h^TMh=\tfrac13C_{iijj}=\tfrac13(N+2X)$ and $\mathrm{tr}M=N+2S$. Then

$$\mathrm{tr}(PM)=\mathrm{tr}M-h^TMh=N+2S-\tfrac13(N+2X)=\tfrac23(N-X+3S),$$

and so

$$K_V=\frac{N+2X}{9},\qquad G_V=\frac{N-X+3S}{15}.$$

For the example,

$$K_V=\frac{42.30+39.40}{9}=9.078\ \text{GPa},\qquad G_V=\frac{42.30-19.70+31.20}{15}=3.587\ \text{GPa}.$$

The corresponding Young's modulus is $9K_VG_V/(3K_V+G_V)=9.51$ GPa, and Poisson's ratio is 0.325. The remainder $D=M-M_{\rm iso}$ has norm 1.890 GPa, which is 6.0 % of the norm of $M$. The derivation did not use the smallness of $D$.

## (d) Orientation and Voigt's average

**What happens to $K_V$ and $G_V$ if the cell is rotated first? Compare the projection with the average of $M$ over all orientations.**

Let $Z$ be any isotropic matrix, so that $Q^TZQ=Z$. By the cyclic property of the trace,

$$\mathrm{tr}(Z^TQMQ^T)=\mathrm{tr}\big((Q^TZQ)^TM\big)=\mathrm{tr}(Z^TM).$$

With $Z=hh^T$ and $Z=P$ this says that both moduli are the same in every frame.

Now average $QMQ^T$ uniformly over rotations. The average $\overline M$ is itself isotropic, since a further rotation only relabels the orientations. Averaging the last equation gives $\mathrm{tr}(Z^T\overline M)=\mathrm{tr}(Z^TM)$, so $M-\overline M$ is orthogonal to every isotropic $Z$. These two properties define the orthogonal projection, hence $\overline M=M_{\rm iso}$.

This average is Voigt's construction: the same strain is imposed on copies of the cell in all orientations, and their stresses are averaged. The projected moduli are therefore the Voigt moduli, for weak or strong anisotropy.

As a numerical test, the example tensor was turned into 400 random frames and fitted over all 81 components in each. The moduli differed from the values in (c) by at most $1.6\times10^{-14}$ GPa, which is rounding error.

## (e) Fitting the Voigt matrix directly

**Suppose instead that the 36 entries of the Voigt matrix are fitted with equal weights. Which moduli result?**

An isotropic Voigt matrix is $\lambda A+\mu B$. Here $A$ has ones in the upper-left $3\times3$ block and zeros elsewhere, $B=\mathrm{diag}(2,2,2,1,1,1)$, $\mu$ is the shear modulus, and $K=\lambda+\tfrac23\mu$. The entrywise products are $A\cdot A=9$, $A\cdot B=6$ and $B\cdot B=15$, so the normal equations read

$$9\lambda+6\mu=N+2X,\qquad 6\lambda+15\mu=2N+S .$$

The left side of the first is $9K$, so this fit also gives $K=K_V$. Three times the second minus twice the first gives

$$33\mu=4(N-X)+3S .$$

Substitute $N-X=15G_V-3S$ from part (c):

$$33\mu=60G_V-9S\quad\Rightarrow\quad \mu-G_V=\frac{9}{11}\left(G_V-\frac S3\right).$$

The error vanishes when the mean of the three shear constants equals $G_V$, as it does for an isotropic tensor. In general $S$ changes with the frame, and $\mu$ changes with it. In the given frame $S/3=3.467$ GPa, so the error is $\tfrac9{11}(3.587-3.467)=0.098$ GPa and $\mu=3.685$ GPa. Over the 400 frames $\mu$ ran from 3.435 to 3.699 GPa, a spread of 7 % of $G_V$ for one and the same cell. The cause is the weighting: equal weights on Voigt entries count a shear constant once, where the invariant norm counts it four times.

## (f) Projecting the compliance

**Project $M^{-1}$ instead of $M$ and invert the result. Order the two sets of moduli, and find their difference to leading order in $D$.**

The inverse of an isotropic matrix is $hh^T/(3K)+P/(2G)$. The projection of part (c), applied to $M^{-1}$, gives the Reuss moduli:

$$\frac1{3K_R}=h^TM^{-1}h,\qquad \frac5{2G_R}=\mathrm{tr}(PM^{-1}).$$

Let $M$ be symmetric and positive definite, as it is for a stable stress-free cell. For a unit vector $e$, the Cauchy–Schwarz inequality applied to $M^{1/2}e$ and $M^{-1/2}e$ gives

$$1\le(e^TMe)(e^TM^{-1}e).$$

With $e=h$ this is $K_V/K_R\ge1$. For shear, take five orthonormal traceless vectors $e_i$ and set $\alpha_i=e_i^TMe_i$, $\beta_i=e_i^TM^{-1}e_i$. Then

$$25\,\frac{G_V}{G_R}=\sum_i\alpha_i\sum_i\beta_i\ge\Big(\sum_i\sqrt{\alpha_i\beta_i}\Big)^2\ge25,$$

so $G_R\le G_V$.

For small $D$, write $L=M_{\rm iso}^{-1}$ and expand:

$$M^{-1}=L-LDL+LDLDL+O(D^3).$$

The projection in (c) makes $h^TDh=0$ and $\mathrm{tr}(PD)=0$, so the linear term contributes to neither modulus. In the quadratic term, $Lh=h/(3K_V)$. The vector $Dh$ is traceless because $h^TDh=0$, so $L$ multiplies it by $1/(2G_V)$:

$$\frac1{3K_R}-\frac1{3K_V}\simeq\frac{|Dh|^2}{18K_V^2G_V}.$$

To this order the left side is $(K_V-K_R)/(3K_V^2)$, so

$$K_V-K_R\simeq\frac{|Dh|^2}{6G_V}.$$

For shear, $LPL=P/(4G_V^2)$, and inserting $L$ between the two factors $D$ gives

$$\mathrm{tr}(PLDLDL)=\frac1{4G_V^2}\left[\frac{|Dh|^2}{3K_V}+\frac{|PDP|^2}{2G_V}\right].$$

This equals $\tfrac52(G_V-G_R)/G_V^2$ to the same order, hence

$$G_V-G_R\simeq\frac1{10}\left[\frac{|Dh|^2}{3K_V}+\frac{|PDP|^2}{2G_V}\right].$$

In the example, $Dh$ is the traceless part of the stress caused by the strain $h$. The first three row sums over columns 1 to 3 are 27.8, 26.9 and 27.0, with deviations 0.567, −0.333 and −0.233 from their mean. The last three are 0.2, −0.3 and 0.2, each carrying a factor $\sqrt2$. With the $1/\sqrt3$ in $h$,

$$|Dh|^2=\tfrac13\,[\,0.487+2(0.04+0.09+0.04)\,]=0.276\ \text{GPa}^2 .$$

Since $D$ is symmetric and $h^TDh=0$, $|PDP|^2=|D|^2-2|Dh|^2=3.572-0.551=3.021\ \text{GPa}^2$. The formulas give gaps of 0.0128 GPa in $K$ and 0.0431 GPa in $G$. Direct inversion gives 0.0123 and 0.0425 GPa, or 0.14 % of $K_V$ and 1.2 % of $G_V$. This is where slight anisotropy matters: it makes the choice between stiffness and compliance unimportant.

A cubic tensor is a useful second case. A volume strain then causes a pure pressure, so $Dh=0$ and $h$ is an eigenvector of $M$. It follows that $K_R=K_V$ at any strength of anisotropy, while $G_R$ and $G_V$ can still differ.

## (g) Residual stress in the cell

**The cell now carries a stress $\sigma$ (tension positive), and moduli are read from the change of Cauchy stress with strain. How do the projected moduli shift?**

For a symmetric deformation $F=1+\varepsilon$, the Cauchy stress is $F(\sigma+C:E)F^T/\det F$, with $E\simeq\varepsilon$ and $\det F\simeq1+\mathrm{tr}\,\varepsilon$. To first order its change is

$$C:\varepsilon+\varepsilon\sigma+\sigma\varepsilon-\sigma\,\mathrm{tr}\,\varepsilon .$$

The last three terms add a matrix $T$ to $M$. If $\sigma$ has a deviatoric part, the last term makes $T$ unsymmetric. The matrix forms $h^TMh$ and $\mathrm{tr}(PM)$ in (c) do not need that symmetry. The formulas in $N$, $X$ and $S$ do: for an unsymmetric matrix, $X$ must be the mean of the sums above and below the diagonal.

Let $p=-\tfrac13\mathrm{tr}\,\sigma$. On the strain $\mathbf 1/\sqrt3$, $T$ gives $(2\sigma-3\sigma)/\sqrt3=-\sigma/\sqrt3$, so $h^TTh=-\tfrac13\mathrm{tr}\,\sigma=p$.

For the trace we need $\sum_aE_a^2$. It is the same for every orthonormal basis, hence isotropic, and its trace is 6, so it equals $2\cdot\mathbf 1$. The first two terms then contribute $2\,\mathrm{tr}(\sigma\sum_aE_a^2)=4\,\mathrm{tr}\,\sigma$. The third contributes $-\sum_a(E_a:\sigma)\,\mathrm{tr}E_a=-\mathrm{tr}\,\sigma$. Together $\mathrm{tr}\,T=3\,\mathrm{tr}\,\sigma=-9p$, and

$$3\Delta K=p,\qquad 10\,\Delta G=-9p-p\quad\Rightarrow\quad\Delta K=\frac p3,\qquad\Delta G=-p .$$

The deviatoric stress drops out at fixed $C$. Diagonal stresses of −0.10, −0.02 and −0.06 GPa give $p=0.060$ GPa, $\Delta K=+0.020$ GPa and $\Delta G=-0.060$ GPa. The shear shift is 1.7 % of $G_V$, larger than the Voigt–Reuss gap.

## (h) What one cell cannot tell

**Estimate the sampling error from the anisotropy, and set the example beside a real glass.**

Rotating a cell adds no new atomic arrangement, so the projection removes anisotropy but not the fluctuation of $K_V$ and $G_V$ from cell to cell. For a rough size, assume that a symmetric $M$ fluctuates equally along all 21 orthonormal directions. Nineteen of these are anisotropic, and they give a fluctuation $s=|D|/\sqrt{19}=0.434$ GPa per direction. The isotropic coordinates are $3K$ and $2\sqrt5\,G$, so

$$\delta K\approx\frac s3=0.145\ \text{GPa},\qquad \delta G\approx\frac s{2\sqrt5}=0.097\ \text{GPa}.$$

The assumption was examined on 80 relaxed random networks of unstressed springs, with 64 nodes each. Their moduli scattered by 4.3 % in $K$ and 5.1 % in $G$, about 1.7 times what the rule predicts from their own anisotropy. The rule thus gives the order of magnitude there. Most of the excess comes from the number of springs, which varies from cell to cell in these networks; with that number held fixed the factor falls to about 1.1, and it changes again with the coordination. For the value 1.7, the factor has a statistical error of roughly 10 % from the limited number of cells, and it need not carry over to another glass. Reducing this error takes more independent cells or a larger cell.

The constants were chosen in the rough regime of amorphous selenium, a soft glass used in X-ray detectors, whose Young's modulus is of order 10 GPa. They are neither computed nor measured for it. That figure refers to room temperature, so the estimate below gives only the size of the gap between static and room-temperature moduli, not a prediction for selenium. The example also assumes a static cell, while a real device works near room temperature. Take a linear expansion of $4\times10^{-5}$ per kelvin, acting from 0 to 300 K, and pressure derivatives $dK/dp=7$ and $dG/dp=2$, all assumed round values. The volume grows by 3.6 %, and to first order

$$\Delta K=-9.08\times7\times0.036=-2.3\ \text{GPa},\qquad \Delta G=-9.08\times2\times0.036=-0.65\ \text{GPa},$$

or −25 % and −18 %. Shifts this large are beyond first order: integrating the same constant derivatives gives about −22 % and −16 %. Constant expansion from 0 K also overstates this part, while any change of the moduli with temperature at fixed volume is left out. Selenium's glass transition also lies only a little above room temperature, so slow shear can relax further. For these numbers, temperature outweighs the sampling error, the residual stress and the Voigt–Reuss gap. The numerical output below lists the values.

## Calculated quantities

```
input C row 1 (GPa):  14.60   6.90   6.30   0.20  -0.30   0.10
input C row 2 (GPa):   6.90  13.50   6.50  -0.10   0.20   0.30
input C row 3 (GPa):   6.30   6.50  14.20   0.10  -0.20  -0.20
input C row 4 (GPa):   0.20  -0.10   0.10   3.30   0.10  -0.10
input C row 5 (GPa):  -0.30   0.20  -0.20   0.10   3.60   0.20
input C row 6 (GPa):   0.10   0.30  -0.20  -0.10   0.20   3.50
sum C11+C22+C33: 42.30 GPa
sum C12+C13+C23: 19.70 GPa
sum C44+C55+C66: 10.40 GPa
smallest eigenvalue of M: 6.183 GPa
dimension of isotropic subspace: 2
K_V: 9.0778 GPa
G_V: 3.5867 GPa
Young's modulus from K_V, G_V: 9.508 GPa
Poisson's ratio from K_V, G_V: 0.3254
norm of D: 1.8900 GPa
norm of D / norm of M: 5.97 %
number of random frames: 400
largest error of full fit over frames: 1.6e-14 GPa
largest error of rotation average: 6.2e-15 GPa
plain 36-entry fit, given frame, K: 9.0778 GPa
plain 36-entry fit, given frame, G: 3.6848 GPa
plain fit G, lowest over frames: 3.4353 GPa
plain fit G, highest over frames: 3.6993 GPa
K_R: 9.0655 GPa
G_R: 3.5442 GPa
K_V - K_R, exact: 0.01228 GPa
K_V - K_R, second order: 0.01280 GPa
G_V - G_R, exact: 0.04250 GPa
G_V - G_R, second order: 0.04312 GPa
input residual stress row 1 (GPa): -0.10  0.03  0.00
input residual stress row 2 (GPa):  0.03 -0.02  0.02
input residual stress row 3 (GPa):  0.00  0.02 -0.06
residual pressure: 0.060 GPa
shift of K by residual stress: +0.0200 GPa
shift of G by residual stress: -0.0600 GPa
sampling error estimate, K: 0.145 GPa
sampling error estimate, G: 0.097 GPa
spring networks: 80 cells of 64 nodes
network scatter of K / mean K: 4.3 %
network scatter of G / mean G: 5.1 %
network scatter / estimate, K: 1.71
network scatter / estimate, G: 1.69
norm of D of mean network / rms single-cell norm: 0.14
assumed linear expansion: 4.0e-05 1/K
assumed temperature: 300 K
assumed dK/dp and dG/dp: 7.0 and 2.0
thermal volume strain: 3.60 %
thermal shift of K: -2.29 GPa (-25 %)
thermal shift of G: -0.65 GPa (-18 %)
```
